\section*{Why Dust Grains Collect near the Sheath Edges of a Discharge}

\section{The force curve that makes a trap}

A dust grain in a discharge is charged negatively. The electric force pushes it toward the midplane, while streaming ions drag it toward the electrodes. Let $s$ be the distance from the midplane of a symmetric discharge with horizontal electrodes, and define the outward plasma force
\begin{equation}
G(s)=D(s)-Z(s)eE(s),
\end{equation}
where $D$ is the ion drag, $-Ze$ the grain charge and $E\ge0$ the field magnitude. Let $W=mg-F_T$ be the effective weight, with $F_T$ the upward thermophoretic force when the lower electrode is the hotter one. Then
\begin{equation}
G=-W\ \text{(lower half)},\qquad G=+W\ \text{(upper half)},\qquad \frac{dG}{ds}<0
\label{trap}
\end{equation}
are the conditions for a resting place that is linearly stable against vertical displacement. Sideways confinement needs a separate horizontal force and is not treated here. For the grains of 0.5 to $7\,\mu$m treated here, drag wins in the bulk and the electric force wins on approach to the sheath. $G$ therefore falls through zero in the presheath and keeps falling across the sheath edge. In the lower half, small grains rest inside the presheath, heavier ones nearer the edge or beyond it, and grains above a limiting size have no resting place.

To derive (\ref{trap}), let $z$ point upward from the midplane. The total force is
\begin{equation}
F(z)=\operatorname{sgn}(z)\,G(|z|)-W .
\end{equation}
In the upper half $z=s$ and $F'(z)=G'(s)$. In the lower half $z=-s$, so $F=-G(s)-W$ and $F'(z)=-G'(s)(ds/dz)=G'(s)$. The two signs cancel. A small displacement $\delta$ in gas with friction rate $\gamma$ obeys
\begin{equation}
\ddot\delta+\gamma\dot\delta+\omega^2\delta=0,\qquad \omega^2=-G'(s)/m,
\end{equation}
which decays for $\omega^2>0$ and has a growing solution for $\omega^2<0$. Friction matters because a conservative force would let grains oscillate without settling.

\section{Field and ion flow}

The plasma is steady and one-dimensional, without radio-frequency modulation. Electrons follow $n_e=n_0e^{-\chi}$, where $\chi$ is the potential drop from the midplane in units of $T_e$, the electron temperature in volts. Ions of mass $M$ are born at rest at the rate $\nu_{iz}n_e$ and collide with gas at the rate $\nu$. Ion number and momentum balance read
\begin{align}
(n_iu)'&=\nu_{iz}n_e, &
(Mn_iu^2)'&=n_ieE-M\nu n_iu .
\end{align}
Subtracting $Mu$ times the first from the second, and adding Poisson's equation, gives
\begin{equation}
uu'=\frac{eE}{M}-\nu u-\nu_{iz}\frac{n_e}{n_i}u,\qquad
E'=\frac{e}{\varepsilon_0}(n_i-n_e).
\end{equation}
The ion pressure is neglected because the gas, at temperature $T$, is much colder than the electrons. The sheath edge is marked by $u=c_B=\sqrt{eT_e/M}$. With collisions this is a convention and not a sharp boundary: in the example below $n_e/n_i$ has already fallen to 0.82 there.

Near the midplane $n_i\simeq n_e\simeq n_0$, so $u\simeq\nu_{iz}s$ and $uu'\simeq\nu_{iz}u$. The momentum equation becomes
\begin{equation}
eE\simeq M(\nu+2\nu_{iz})u .
\label{centre}
\end{equation}
One $\nu_{iz}$ accelerates the existing ions and the other brings newborn ions up to speed.

\section{Charge and ion drag}

Let the grain surface lie $\phi>0$ below the local plasma potential. Its radius $a$ is taken to be much smaller than the screening length $\lambda$, so $Ze=4\pi\varepsilon_0a\phi$. Charging is taken as collisionless and instantaneous. The first assumption is an idealization at the pressure used below: ions that collide inside the grain's potential well can be trapped and collected, which lowers $\phi$. An ion of speed $v$ just grazes the grain at impact parameter $p_c$ if
\begin{equation}
p_cv=a\sqrt{v^2+2e\phi/M}
\quad\Rightarrow\quad
p_c^2=a^2+2ab,\qquad b=\frac{ae\phi}{Mv^2}.
\end{equation}
For repelled electrons the area is $\pi a^2(1-v_0^2/v^2)$ with $v_0^2=2e\phi/m_e$. Substituting $v^2=v_0^2+w^2$ turns $v^3(1-v_0^2/v^2)\,dv$ into $w^3dw$ and extracts a Boltzmann factor from the Maxwellian. Equal currents therefore require
\begin{equation}
n_e\bar v_e e^{-\phi/T_e}
=n_i\left[\langle v\rangle+\frac{2e\phi}{M}\langle v^{-1}\rangle\right],
\label{charge}
\end{equation}
where $\bar v_e$ is the mean electron speed. The radius has cancelled, so $\phi$ is independent of $a$ and $Z\propto a$.

The averages use a Maxwellian of thermal width $v_T=\sqrt{k_BT/M}$ drifting at $u$. This is a simplification, since ions born at rest at different places, and ions restarted by collisions with the gas, give a broader spread of speeds. For the example below such a spread lowers $\phi$ by roughly 10\% and makes the drag about 0.7 to 1.7 times the Maxwellian value between the outer bulk and the sheath. The mean $\langle v^{-1}\rangle$ has the same form as the potential of a Gaussian charge cloud, so with $q=u/(\sqrt2v_T)$ it equals $\operatorname{erf}(q)/u$. Since $\nabla_v^2v=2/v$, the other mean obeys $(u\langle v\rangle)''=2\operatorname{erf}(q)$. Two integrations, with the thermal mean speed at $u=0$, give
\begin{equation}
\langle v\rangle=\sqrt{\frac2\pi}\,v_Te^{-q^2}
+\left(u+\frac{v_T^2}{u}\right)\operatorname{erf}(q).
\end{equation}

Collected ions deliver their momentum over the area $\pi p_c^2$. Others are deflected by an angle $\theta$ with $\tan(\theta/2)=b/p$, so $1-\cos\theta=2b^2/(p^2+b^2)$. Deflections are counted up to the orbit whose closest approach is $\lambda$, for which $p_m^2=\lambda^2+2\lambda b$. Hence
\begin{align}
\sigma&=\pi(a^2+2ab)+\int_{p_c}^{p_m}2\pi p\,\frac{2b^2}{p^2+b^2}\,dp\nonumber\\
&=\pi(a^2+2ab)+4\pi b^2\ln\frac{\lambda+b}{a+b},
\label{sigma}
\end{align}
because $p_m^2+b^2=(\lambda+b)^2$ and $p_c^2+b^2=(a+b)^2$. The drag is $D=Mn_i\langle v\,v_s\,\sigma(v)\rangle$, with $v_s$ the outward velocity component.

The cutoff is a model, as is the screening length used with it,
\begin{equation}
\lambda^{-2}=\frac{e^2}{\varepsilon_0}\left(\frac{n_e}{eT_e}+\frac{n_i}{k_BT+Mu^2}\right).
\end{equation}
Numerical orbits in a screened attractive potential give 0.87 to 1.03 times the scattering area of the model for $b/\lambda$ from 0.1 to 3. The traps below have $b/\lambda$ of 0.02 to 0.06, outside that range, so the effect of changing the drag is examined separately.

\section{Why drag wins inside and loses outside}

Near the midplane $u\ll v_T$. Expanding the drifting Maxwellian to first order in $u$ gives $D=Mn_iu\langle v^3\sigma\rangle/(3v_T^2)$. In the limit $b\gg\lambda\gg a$ the logarithm becomes $\lambda/b$ and $\sigma\simeq4\pi b\lambda$. Thus
\begin{equation}
D\simeq n_iu\,\frac{4\pi\lambda ae\phi\,\bar v}{3v_T^2},
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi M}} .
\end{equation}
Divide by $ZeE$ from (\ref{centre}). Here $\lambda$ is nearly the ion Debye length, $\lambda^2\simeq\varepsilon_0k_BT/(n_ie^2)$, and
\begin{equation}
\frac{D}{ZeE}\simeq\frac{n_ie^2\lambda}{\varepsilon_0k_BT}\,
\frac{\bar v}{3(\nu+2\nu_{iz})}
=\frac{\bar v}{3\lambda(\nu+2\nu_{iz})}.
\label{ratio}
\end{equation}
Grain size and charge drop out. A ratio above one means that the plasma expels grains from its centre. Frequent ion collisions reverse this, because a stronger field is then needed to drive the same ion flow. The limit is only an estimate: for the $1\,\mu$m grain treated below, ions with $Mv^2=3k_BT$ have $b/\lambda$ between 2 and 3 at the midplane, which is not much larger than one. For much smaller grains $b\ll\lambda$ even at the midplane. Drag then falls faster with size than the electric force, and a sufficiently small grain is not expelled.

Farther out $u\gg v_T$ and $b\propto\phi/u^2$. The scattering part of $D$ then varies as $n_iu^2b^2\propto n_i/u^2$, apart from the logarithm and the slower change of $\phi$, so faster and thinner ion flow drags less. Meanwhile positive space charge makes $E$ grow. These two changes make $G$ fall.

The fall ends deep in the sheath. Electrons become so scarce that (\ref{charge}) drives $\phi$ to zero, the electric force vanishes and $G$ returns to the positive value $D$. In the lower half, a trapped grain with $W>0$ therefore also has an unstable equilibrium, where $G$ rises through $-W$. With the potential of a $4\,\mu$m grain frozen at its sheath-edge value, $G$ was tested to fall throughout the sheath region where the real grain stays negative. Loss of charge is therefore what turns the curve upward in this model. It rests on steady Boltzmann electrons. In a radio-frequency sheath electrons penetrate in bursts each cycle, so the unstable point and the size limit that follows from it must be found anew.

\section{Thermophoresis and friction}

The gas consists of atoms of mass $M$ and density $n_g$, with a mean free path much longer than $a$. Let $T'$ be the gradient along an axis $x$, and let $f_0$ be the Maxwellian with $\xi^2=Mv^2/(2k_BT)$. At leading order a distribution carrying heat but no net particle flow is
\begin{equation}
f=f_0\left[1+A\,T'v_x\left(\xi^2-\tfrac52\right)\right].
\end{equation}
Its heat flux is $\frac52An_g(k_BT)^2T'/M$. Setting this equal to $-\kappa T'$ gives $A=-2\kappa M/[5n_g(k_BT)^2]$.

At a surface element with outward normal $\hat n$, specularly reflected atoms exert the force $-2M\hat n\int_{v_n<0}v_n^2f\,d^3v$ per area. By symmetry $v_x$ may be replaced by $v_n\cos\vartheta$, and $\oint\cos^2\vartheta\,dS=4\pi a^2/3$. For any isotropic function $h$, the half-space integral of $v_n^3hf_0$ is $-n_g\langle v^3h\rangle/8$. With $\langle v^3(\xi^2-\frac52)\rangle=(2/\sqrt\pi)(2k_BT/M)^{3/2}$,
\begin{align}
F_x&=\frac{8\pi a^2}{3}MAT'\,\frac{n_g}{8}\,\frac{2}{\sqrt\pi}
\left(\frac{2k_BT}{M}\right)^{3/2}
=-\frac{32}{15}\frac{a^2\kappa}{\bar v}T' .
\end{align}
The force points toward the cold side, so a hotter lower electrode lifts the grain by $F_T=32a^2\kappa|T'|/(15\bar v)$. Reversing the gradient makes thermophoresis add to the weight.

For gas moving at a small velocity $w$ past the grain, the correction to $f_0$ is $f_0Mv_xw/(k_BT)$. The same integral, with $\langle v^3\rangle=4k_BT\bar v/M$, gives
\begin{equation}
F=\frac{4\pi}{3}a^2Mn_g\bar v\,w,\qquad
\gamma=\frac{Mn_g\bar v}{\rho a},
\end{equation}
where $\rho$ is the grain density. This friction is for specular reflection; diffuse reflection, common on real grains, raises it by up to about 40\%. Gravity grows as $a^3$ and thermophoresis as $a^2$. Equating them gives
\begin{equation}
a_*=\frac{8\kappa|T'|}{5\pi\rho g\bar v}.
\end{equation}
Smaller grains have $W<0$ and are effectively buoyant.

\section{A discharge in numbers}

Take round parameters: $M=40$ u, $n_0=10^{15}\,\mathrm{m^{-3}}$, $T_e=3$ V (3 eV), gas at 300 K and 3 Pa, $\nu_{iz}=5\times10^4\,\mathrm{s^{-1}}$, $\nu=5\times10^5\,\mathrm{s^{-1}}$, $\rho=1500\,\mathrm{kg/m^3}$, $\kappa=0.018$ W/(m K) and a gradient of 500 K/m. The sheath edge lies at $s=18.9$ mm and the electrode, taken 30 V below the midplane, at 23.7 mm. The constant $\nu$ is a simplification: in a real gas, ions usually collide more often as they speed up. For argon at this pressure the rate at the Bohm speed is several times the value used. With such a speed-dependent rate the point $u=c_B$ moves to about 15 mm, the traps move 3 to 5 mm toward the midplane while keeping their order in size, and the upper size limit falls to about $3.5\,\mu$m. The distances below therefore belong to this model.

The gas mean free path follows from the kinetic estimate $8\kappa T/(15p\bar v)$, with $p$ the pressure:
\begin{equation}
\frac{8(0.018)(300)}{15(3)(398.5)}\,\mathrm m\simeq2.4\ \mathrm{mm}.
\end{equation}
This far exceeds every grain radius. The outermost traps, however, lie only about two mean free paths from the electrode, where the gradient form of the thermophoretic force is approximate.

The Debye length of 0.407 mm, reduced by $\sqrt{k_BT/(eT_e)}=0.093$, gives an ion Debye length of 0.038 mm. Equation (\ref{ratio}) then yields
\begin{equation}
\frac{D}{ZeE}\simeq\frac{398.5}{3(3.8\times10^{-5})(6\times10^5)}\simeq6,
\end{equation}
so drag dominates in the centre. The full cross section (\ref{sigma}) gives 4.7 for a $1\,\mu$m grain and 4.1 to 5.2 for the five radii; the ratio falls below one only under about $0.02\,\mu$m.

A $1\,\mu$m grain in the lower half rests at $s=15.5$ mm, which is 3.4 mm on the bulk side of the edge. It carries $Z\simeq7000$ in a field of 395 V/m, so
\begin{equation}
ZeE=7000(1.602\times10^{-19})(395)\,\mathrm N\simeq443\ \mathrm{fN}.
\end{equation}
The upward and downward forces balance:
\begin{equation}
\underbrace{443}_{\text{electric}}+\underbrace{48}_{\text{thermal}}
=\underbrace{430}_{\text{drag}}+\underbrace{62}_{\text{gravity}}\ \mathrm{fN},
\end{equation}
to rounding. The main contest is between field and drag. Without drag, the field need only carry $W=13.4$ fN. At the midplane $\phi=7.08$ V gives $Ze=7.9\times10^{-16}$ C, so the required field is 17 V/m. By (\ref{centre}) the field rises there as $(M/e)\nu_{iz}(\nu+2\nu_{iz})s$, or 12.4 V/m per millimetre. The grain would rest near 1.4 mm, as the full calculation confirms. Ion drag is what moves it to the outer presheath.

The lower traps for the five radii are as follows; negative distances lie on the bulk side of the edge.
\begin{center}
\begin{tabular}{ccc}
$a$ ($\mu$m) & from edge (mm) & $\omega/2\pi$ (Hz)\\
0.5 & $-4.6$ & 46\\
1 & $-3.4$ & 29\\
2 & $-2.2$ & 20\\
4 & $-0.7$ & 15\\
7 & $+0.8$ & 12
\end{tabular}
\end{center}
Two scalings push larger grains outward. At these traps $b\ll\lambda$, so drag grows as $a^2$ apart from the logarithm, while the electric force grows as $a$, which shifts the zero of $G$ toward the electrode. Gravity grows as $a^3$ and demands a more negative $G$. At $7\,\mu$m gravity is 21.1 pN and drag only 1.9 pN, so this grain is essentially levitated by the sheath field.

Thermophoresis is a correction here: without it the $1\,\mu$m trap moves from 15.5 to 15.7 mm. It does decide the sign of $W$ below $a_*=0.78\,\mu$m. Halving or doubling the drag puts the $1\,\mu$m trap at 13.7 or 16.7 mm, but the $4\,\mu$m trap only at 17.8 or 18.5 mm. Positions of small grains are therefore uncertain by millimetres if the drag is uncertain by a factor of two.

\section{Size limits and capture}

For $W>0$ a lower trap exists while $W<-\min G$, which gives a largest radius of about $8.9\,\mu$m. There the stable point meets the unstable one. An upper trap for $W>0$ needs $W<\max G$, since only drag can hold a heavy grain up against both gravity and the field. This limit is about $4.1\,\mu$m. Near it the resting place moves back toward the maximum of $G$: the upper trap lies at 15.7 mm for $2\,\mu$m but at 13.6 mm for $4\,\mu$m.

A trap must also catch the grain. Released at rest from the midplane, grains of 0.5, 1 and $2\,\mu$m are held (the buoyant $0.5\,\mu$m grain in the upper half), while those of 4 and $7\,\mu$m run through the lower trap and are lost. For the $4\,\mu$m grain $W/m\simeq7.9\,\mathrm{m/s^2}$, so under $W$ alone the 18 mm fall would take roughly 0.07 s, and the outward plasma force in the bulk shortens it. Its friction time $1/\gamma$ is 0.31 s, too long to remove most of the energy gained. The boundary between capture and loss lies near $3\,\mu$m and rises by a few tenths of a micrometre with the larger friction of diffuse reflection. Released 1 mm inside their lower traps, all five sizes are held over the 0.5 s followed. Heavy grains can thus be held in the lower half if they start slowly close to their trap, or grow slowly while resting in it and stay below the size limit.

The balance describes isolated grains. A dense cloud absorbs electrons and ions, adds its own space charge and changes $G$. Ion collisions near the grain lower its charge. At 3 Pa this can be a large effect, especially for the smaller grains, so the positions and size limits above belong to the collisionless models of charging and drag. A strongly modulated sheath needs time-dependent forces. For quantitative use in any of these cases $G$ must be recalculated. If it remains a steady function of position, condition (\ref{trap}) still identifies the vertical traps.

\section*{Calculated quantities}
\begin{verbatim}
Ion and atom mass 40 u; Te 3.0 eV
Midplane electron density 1.0e+15 m^-3
Gas 300 K, 3.0 Pa; grain 1500 kg/m^3
Ionization 5.0e+04 1/s; ion collisions 5.0e+05 1/s
Conductivity 0.018 W/(m K); gradient 500 K/m
Debye length 0.4072 mm; Bohm speed 2690.1 m/s
Mean atom speed 398.5 m/s
Gas mean free path estimate 0.00 mm
Sheath edge s 18.872 mm; electrode 23.686 mm
Electrode drop below midplane 30.0 V
Edge field 1513.8 V/m
Edge ion density/n0 0.2644
Grain potential depth: midplane 7.077 V, edge 11.187 V
Negative-charge region ends at s 22.745 mm
Thermophoresis coefficient by quadrature 2.133333
Screened scattering / drag-model area, by b/lam:
  0.1: 0.937, 0.3: 0.977, 1.0: 1.034, 3.0: 0.874
LOWER TRAPS (s; minus = bulk side of edge; forces in fN)
a 0.5 um: s 14.286 mm, from edge -4.586 mm, Z 3362, u/cB 0.389
  electric 164.57, drag 168.91, weight 7.70, thermo 12.05
  E 305.5 V/m, b/lam 0.046, freq 45.81 Hz, damping 25.56 1/s
a 1.0 um: s 15.473 mm, from edge -3.399 mm, Z 6997, u/cB 0.468
  electric 443.03, drag 429.59, weight 61.62, thermo 48.18
  E 395.2 V/m, b/lam 0.056, freq 29.17 Hz, damping 12.78 1/s
a 2.0 um: s 16.696 mm, from edge -2.176 mm, Z 14610, u/cB 0.583
  electric 1309.04, drag 1008.81, weight 492.94, thermo 192.73
  E 559.2 V/m, b/lam 0.061, freq 19.65 Hz, damping 6.39 1/s
a 4.0 um: s 18.160 mm, from edge -0.713 mm, Z 30700, u/cB 0.816
  electric 5055.82, drag 1883.07, weight 3943.49, thermo 770.91
  E 1027.9 V/m, b/lam 0.046, freq 15.00 Hz, damping 3.20 1/s
a 7.0 um: s 19.674 mm, from edge +0.802 mm, Z 53310, u/cB 1.292
  electric 20673.47, drag 1899.43, weight 21134.63, thermo 2360.91
  E 2420.4 V/m, b/lam 0.019, freq 11.99 Hz, damping 1.83 1/s
UPPER TRAPS (s in mm)
  0.5 um: 14.417, 1.0 um: 15.343, 2.0 um: 15.744, 4.0 um: 13.581, 7.0 um: none
1 um lower trap without ion drag: s 1.364 mm
1 um lower trap without gradient: s 15.693 mm
1 um lower trap, drag x0.5: 13.746 mm, x2: 16.667 mm
4 um lower trap, drag x0.5: 17.827 mm, x2: 18.549 mm
4 um unstable lower point: s 22.625 mm
Largest radius: lower 8.942 um, upper 4.117 um
Weight cancels thermophoresis at a 0.782 um
Released at rest from midplane: 0.5 um held, 1.0 um held, 2.0 um held, 4.0 um lost, 7.0 um lost
Released 1 mm inside lower trap: 0.5 um held, 1.0 um held, 2.0 um held, 4.0 um held, 7.0 um held
\end{verbatim}
